# Relativistic K-alpha Lines and Their Doublet from Screened Dirac Levels

## What dimensions and a circular orbit give

One electron bound to a fixed point charge $Ze$ is governed by $m$, $\hbar$, $c$ and the coupling $Ze^2/4\pi\epsilon_0=Z\alpha\hbar c$, where $\alpha$ is the fine-structure constant. These four quantities form one independent dimensionless number,

$$x=Z\alpha ,$$

so every level has the form $mc^2f(x)$. Measured from the rest energy, a binding energy must stay finite as $c\to\infty$. Since $x\propto1/c$, the first term is proportional to $mc^2x^2$, which does not contain $c$. The energy–momentum relation contains $c^2$, so the next term is smaller by $x^2$. With

$$R=\tfrac12mc^2\alpha^2$$

for the Rydberg energy, a transition energy is therefore

$$\Delta E=RZ^2\left(A+Bx^2+\dots\right).$$

The Bohr part grows as $Z^2$ and the relativistic correction as $Z^4$. The splitting of 2p into $j=1/2$ and $j=3/2$ vanishes in the nonrelativistic limit, so it too starts as $Z^4$.

A circular orbit supplies numbers. Let the relativistic momentum $p=\gamma_Lmv$, with $\gamma_L=(1-v^2/c^2)^{-1/2}$, obey $pr=k\hbar$. The force balance $pv/r=x\hbar c/r^2$ gives $pv=x\hbar c/r$. Inserting $p=k\hbar/r$ yields $v=xc/k$. The total energy is

$$W=\gamma_Lmc^2-\frac{x\hbar c}{r}=\gamma_Lmc^2-\gamma_Lmv^2
=mc^2\sqrt{1-\frac{x^2}{k^2}} .$$

For $k=1$ and $k=2$ the expansion $\sqrt{1-u}=1-u/2-u^2/8-\dots$ gives

$$W_2-W_1=mc^2\left(\frac38x^2+\frac{15}{128}x^4+\dots\right)
=RZ^2\left(\frac34+\frac{15}{64}x^2+\dots\right).$$

In an atom the other electrons screen the nucleus. K-alpha emission starts with a vacancy in 1s, and a 2p electron fills it. The electrons that stay behind repel a 1s electron more strongly than a 2p electron, which narrows the gap between the levels. Averaging this repulsion over hydrogenic orbitals, to leading order in $1/Z$ and without exchange, lowers the effective charge number by $0.510$ for the one remaining 1s electron and by $0.535$ for the two 2s and five 2p electrons together. Higher shells are left out; in copper they would add about $0.2$ with the same hydrogenic orbitals and about $0.1$ with the more diffuse self-consistent ones. The sum, $1.045$, suggests the charge number $Z-1$ for the energy difference. The unit is thus not the work of the 1s electron alone. It is an effective number for that difference, not the charge felt by either electron separately. The first term then becomes Moseley's law,

$$E_M=\frac34R(Z-1)^2 .$$

For copper, $Z-1=28$, $x=0.204$ and the second term is about $104$ eV on a line of $8000$ eV. For gold the same term is about $6300$ eV on $62\,100$ eV. The orbit says nothing about spin, so the doublet needs the Dirac equation.

## The three Dirac levels

Write the total energy as $W=w\,mc^2$ and set $\mu=mc/\hbar$. In the potential energy $-x\hbar c/r$ the radial Dirac equations for the large component $G$ and the small component $F$ are

$$G'+\frac{\kappa}{r}G=\left[\mu(1+w)+\frac xr\right]F,$$

$$F'-\frac{\kappa}{r}F=\left[\mu(1-w)-\frac xr\right]G .$$

The number $\kappa$ is $-1$ for s$_{1/2}$, $+1$ for p$_{1/2}$ and $-2$ for p$_{3/2}$. Try

$$G=r^\gamma e^{-\lambda r}(a_0+a_1r),\qquad
F=r^\gamma e^{-\lambda r}(b_0+b_1r).$$

The lowest power, $r^{\gamma-1}$, gives

$$(\gamma+\kappa)a_0=xb_0,\qquad(\gamma-\kappa)b_0=-xa_0 .$$

Multiplying the two equations gives $\gamma^2-\kappa^2=-x^2$. The solution that is regular enough at the origin is $\gamma=\sqrt{\kappa^2-x^2}$.

**Levels 1s and 2p$_{3/2}$.** Here $a_1=b_1=0$ suffices. The power $r^\gamma$ gives

$$-\lambda a_0=\mu(1+w)b_0,\qquad-\lambda b_0=\mu(1-w)a_0 .$$

Dividing one by the other, the ratio $q=b_0/a_0$ obeys $q^2=(1-w)/(1+w)$, and $q$ is negative because $\lambda>0$. The lowest power gave $q=(\gamma+\kappa)/x$. Since $\gamma<|\kappa|$, this is negative for $\kappa=-k<0$. Using $x^2=(k-\gamma)(k+\gamma)$,

$$q^2=\frac{(k-\gamma)^2}{x^2}=\frac{k-\gamma}{k+\gamma},\qquad
w=\frac{1-q^2}{1+q^2}=\frac{\gamma}{k}=\sqrt{1-\frac{x^2}{k^2}} .$$

This is the circular-orbit result, with $k=1$ for 1s and $k=2$ for 2p$_{3/2}$.

**Level 2p$_{1/2}$.** For $\kappa=+1$ the ratio $q$ would be positive, so the linear terms are needed. The highest power, $r^{\gamma+1}$, gives $b_1=-ta_1$ with

$$t=\frac{\lambda}{\mu(1+w)}=\sqrt{\frac{1-w}{1+w}},\qquad \lambda=\mu\sqrt{1-w^2}.$$

The power $r^\gamma$ gives

$$\lambda a_0+\mu(1+w)b_0=(\gamma+1+\kappa)a_1-xb_1,$$

$$\lambda b_0+\mu(1-w)a_0=(\gamma+1-\kappa)b_1+xa_1 .$$

Divide the second equation by $t$. Because $\lambda/t=\mu(1+w)$ and $\mu(1-w)/t=\lambda$, its left side becomes that of the first. Equating the right sides and inserting $b_1=-ta_1$,

$$\gamma+1+\kappa+xt=-(\gamma+1-\kappa)+\frac xt ,$$

$$2(\gamma+1)=x\left(\frac1t-t\right)=\frac{2xw}{\sqrt{1-w^2}} .$$

The remaining equation fixes $a_0$ in terms of $a_1$: both coefficients on its left are positive, and so is $b_0/a_0=(\gamma+1)/x$. Squaring the energy condition and using $x^2=1-\gamma^2$,

$$w^2=\frac{(\gamma+1)^2}{(\gamma+1)^2+x^2}
=\frac{(\gamma+1)^2}{2(\gamma+1)}=\frac{1+\gamma}{2} .$$

The levels measured from the rest energy, $E=W-mc^2$, are therefore

$$E_{1s}=mc^2\left(\sqrt{1-x^2}-1\right),\qquad
E_{3/2}=mc^2\left(\sqrt{1-x^2/4}-1\right),$$

$$E_{1/2}=mc^2\left(\sqrt{\frac{1+\sqrt{1-x^2}}{2}}-1\right).$$

The 1s formula requires $x<1$. Near that limit the point-nucleus model itself is unsuitable; gold, with $x=0.57$ at $Z-1$, is well below it.

## Coefficients of the correction and the splitting

Expanding the square roots gives the binding energies

$$-\frac{E_{1s}}{mc^2}=\frac{x^2}{2}+\frac{x^4}{8}+\dots,\qquad
-\frac{E_{3/2}}{mc^2}=\frac{x^2}{8}+\frac{x^4}{128}+\frac{x^6}{1024}+\dots$$

For 2p$_{1/2}$, first write

$$\frac{1+\sqrt{1-x^2}}2=1-u,\qquad
u=\frac{x^2}{4}+\frac{x^4}{16}+\frac{x^6}{32}+\dots$$

Then $1-\sqrt{1-u}=u/2+u^2/8+u^3/16+\dots$ yields

$$-\frac{E_{1/2}}{mc^2}=\frac{x^2}{8}+\frac{5x^4}{128}+\frac{21x^6}{1024}+\dots$$

K-alpha1 is $E_{3/2}-E_{1s}$ and K-alpha2 is $E_{1/2}-E_{1s}$. With an effective charge number $Z_e$, $x=\alpha Z_e$ and $mc^2x^2=2RZ_e^2$,

$$E_{\alpha1}=RZ_e^2\left(\frac34+\frac{15}{64}x^2+\dots\right),\qquad
E_{\alpha2}=RZ_e^2\left(\frac34+\frac{11}{64}x^2+\dots\right),$$

$$\delta=E_{3/2}-E_{1/2}=\frac{R\alpha^2Z_e^4}{16}\left(1+\frac58x^2+\dots\right).$$

The 2p$_{1/2}$ level is the more strongly bound, so K-alpha2 has the lower photon energy. Relative to Moseley's energy, the leading K-alpha1 correction is $(15/64)/(3/4)\,x^2=5x^2/16$.

## Why the doublet has its own screening

The charge $Z-1$ was chosen for the distance between 1s and 2p. The splitting depends on something else. For a general central potential energy $V(r)$, with $E=W-mc^2$, the first radial equation gives

$$F=\frac{\hbar c}{2mc^2+E-V}\left(G'+\frac{\kappa}{r}G\right).$$

Insert this in the second equation and define $D=\hbar^2c^2/(2mc^2+E-V)$:

$$EG=VG-D\left[G''-\frac{\kappa(\kappa+1)}{r^2}G\right]
-D'\left(G'+\frac{\kappa}{r}G\right).$$

Both 2p partners have $\kappa(\kappa+1)=2$. To leading order $D'=\hbar^2V'/(4m^2c^2)$, and the term that distinguishes the partners is $-D'\kappa/r$. First-order perturbation theory with their common nonrelativistic orbital gives

$$\delta=-\frac{\hbar^2}{4m^2c^2}\left[(-2)-1\right]
\left\langle\frac{V'}{r}\right\rangle
=\frac{3\hbar^2}{4m^2c^2}\left\langle\frac{V'}{r}\right\rangle .$$

The splitting thus measures the electric field close to the nucleus. A distant spherical shell produces no field inside itself, although it shifts the potential there.

Two screening numbers enter. The charge that produces the field, averaged with the weight $r^{-3}$ in the 2p orbital, is $Z-s_f$. The size of the orbital is set by another charge, $Z-s_o$. A hydrogenic 2p density is proportional to $r^4e^{-(Z-s_o)r/a_0}$, with $a_0=\hbar/(\alpha mc)$, and gives

$$\langle r^{-3}\rangle=\frac{(Z-s_o)^3}{24a_0^3}.$$

Hence, with $V'=\alpha\hbar c\,(Z-s_f)/r^2$ in the average,

$$\delta=\frac{3\hbar^2}{4m^2c^2}\,
\frac{\alpha\hbar c\,(Z-s_f)(Z-s_o)^3}{24a_0^3}
=\frac{R\alpha^2}{16}(Z-s_f)(Z-s_o)^3 .$$

**Field screening.** To leading order in $1/Z$, use hydrogenic orbitals of charge $Z$ and $\rho=Zr/a_0$. The 2p density times $r^{-3}$ gives the normalized weight $\rho e^{-\rho}$. The radial densities of the screening electrons, and the fractions of their charge outside $\rho$, are

- 1s: density $4\rho^2e^{-2\rho}$, outside $e^{-2\rho}(1+2\rho+2\rho^2)$;
- 2s: density $\frac12\rho^2(1-\rho/2)^2e^{-\rho}$, outside $e^{-\rho}(1+\rho+\rho^2/2+\rho^4/8)$;
- 2p: density $\rho^4e^{-\rho}/24$, outside $e^{-\rho}(1+\rho+\rho^2/2+\rho^3/6+\rho^4/24)$.

Each outside fraction equals 1 at $\rho=0$, and minus its derivative is the density. Averaging one minus the outside fraction, with $\int_0^\infty\rho^ne^{-b\rho}d\rho=n!/b^{n+1}$, gives

$$q_{1s}=1-\left(\frac19+\frac4{27}+\frac4{27}\right)=\frac{16}{27},$$

$$q_{2s}=1-\left(\frac14+\frac14+\frac3{16}+\frac{15}{64}\right)=\frac5{64},$$

$$q_{2p}=1-\left(\frac14+\frac14+\frac3{16}+\frac18+\frac5{64}\right)=\frac7{64}.$$

A 2p electron in a filled shell has two 1s, two 2s and five other 2p companions. Neglecting the inner charge of higher shells, which in copper would add about $0.3$ with hydrogenic orbitals and about $0.1$ with self-consistent ones,

$$s_f=2\cdot\frac{16}{27}+2\cdot\frac5{64}+5\cdot\frac7{64}=1.89 .$$

**Orbital screening.** Slater's empirical rule assigns a 2p electron a screening of $0.85$ per 1s electron and $0.35$ per other electron with $n=2$:

$$s_o=2(0.85)+7(0.35)=4.15 .$$

This is the one empirical input. The two charges combine through

$$(Z-s_f)(Z-s_o)^3=Z^4-(s_f+3s_o)Z^3+\dots,\qquad
(Z-s)^4=Z^4-4sZ^3+\dots,$$

which agree to this order if

$$s=\frac{s_f+3s_o}{4}=\frac{1.89+12.45}{4}=3.59 .$$

No splitting has been fitted. The estimate takes K-alpha1 from the Dirac levels at $Z-1$, takes $\delta$ from those at $Z-s$, and sets $E_{\alpha2}=E_{\alpha1}-\delta$.

## Copper, silver and gold

For copper, $R=13.6057$ eV gives

$$E_M=\tfrac34(13.6057\ \text{eV})(28)^2=8000\ \text{eV}.$$

The Dirac levels at charge 28 are $-10\,780.6$ eV for 1s and $-2673.7$ eV for 2p$_{3/2}$. Hence $E_{\alpha1}=8107$ eV, or $1.299\times10^{-15}$ J, and the correction is $107$ eV. The doublet charge is $29-3.585=25.415$. The leading formula gives

$$\delta\approx\frac{(13.6057\ \text{eV})(0.00729735)^2(25.415)^4}{16}=18.9\ \text{eV},$$

and the full levels give $19.3$ eV, or $3.09\times10^{-18}$ J. K-alpha2 then lies at $8088$ eV.

The same steps for all three atoms give the values below, in eV. The last digits are kept so that the differences can be followed; the screening model itself is less accurate, as the comparison in the next section shows.

| Estimate | Cu | Ag | Au |
|---|---:|---:|---:|
| Moseley | 8000 | 21592 | 62083 |
| Correction | 107 | 809 | 7640 |
| K-alpha1 | 8107 | 22401 | 69723 |
| K-alpha2 | 8088 | 22229 | 67909 |
| Doublet | 19.3 | 172 | 1813 |

The correction is 1.3%, 3.7% and 12.3% of Moseley's energy. In gold its leading term gives $6286$ eV, 18% below the full $7640$ eV, so the closed formulas are needed there.

## Comparison with a self-consistent atom

The reference is a free atom whose radial Dirac orbitals move in their self-consistent field with local Slater–Dirac exchange. A nonrelativistic solution with the same exchange isolates the relativistic part. Both leave out the Breit interaction between electrons, radiative corrections, nuclear size and correlation, and local exchange removes an electron's repulsion of itself only in part. They are computed comparison levels, not measurements.

The photon energy is the difference between two hole states. Move a fraction $t$ of the hole from 1s to 2p. In this mean-field model the derivative of the total energy with respect to an occupation is the orbital energy, so

$$E_{\text{1s hole}}-E_{\text{2p hole}}
=\int_0^1(\varepsilon_{2p}-\varepsilon_{1s})\,dt
\approx(\varepsilon_{2p}-\varepsilon_{1s})_{t=1/2}.$$

The line is thus computed with half a hole in each level. In copper this midpoint value lies $0.6$ eV above the difference of total energies. The doublet compares two final states with a full 1s shell, so there the half holes sit in 2p$_{1/2}$ and 2p$_{3/2}$. The results in eV are:

| Reference | Cu | Ag | Au |
|---|---:|---:|---:|
| K-alpha1, nonrelativistic | 7958 | 21443 | 61707 |
| K-alpha1, relativistic | 8065 | 22246 | 69285 |
| Correction | 107 | 802 | 7577 |
| Doublet | 21.1 | 179 | 1857 |

**The correction.** The estimates agree with the reference corrections within 1%. The argument does not promise such accuracy: changing the effective charge by one unit changes a $Z_e^4$ law by about $4/28=14\%$ in copper and $4/78=5\%$ in gold. The closeness is a numerical finding for these atoms and this reference. The magnetic energy of the two 1s electrons, one part of the omitted Breit interaction, is $R\alpha^2Z^3/2$ to leading order. It alone would lower the line by about $9$ eV in copper and $179$ eV in gold, which is 8% and 2% of the correction. The whole Breit interaction, taken to first order with frozen orbitals of the neutral reference atom, lowers it by about $10$ and $260$ eV, or 10% and 3% of the correction.

**The whole line.** The estimated K-alpha1 energies are 0.5% to 0.7% above the reference, and 0.7%, 1.1% and 1.3% above the measured lines at about $8048$, $22\,163$ and $68\,804$ eV. Most of this excess is already present without relativity, where Moseley's formula exceeds the nonrelativistic reference by $42$, $149$ and $375$ eV. In copper this screening error is a sizeable fraction of the $107$ eV correction, so a small total error there says little about the relativistic part. In gold Moseley's law is 10.4% below the relativistic reference, and the Dirac levels remove most of that gap.

**The doublet.** The estimates are 9%, 4% and 2% below the reference. Using $Z-1$ instead would give $28.6$, $218$ and $2111$ eV, which is 35%, 22% and 14% too high. The copper difference from the reference can be traced. In its self-consistent potential the two screening numbers are $s_f=1.68$ and $s_o=3.52$, both smaller than estimated. They give

$$\frac{R\alpha^2}{16}(27.32)(25.48)^3=20.5\ \text{eV},$$

which accounts for most of the difference between the leading estimate of $18.9$ eV and the reference of $21.1$ eV. The larger change is in $s_o$, which enters cubed. Part of it is expected, because the reference has one 2p electron missing, worth $0.35$ in Slater's rule and $0.26$ in the self-consistent atom. An error $\Delta s$ changes the splitting by the fraction $4\Delta s/(Z-s)$, which falls with $Z$. The gaps should not be read as errors of the estimate for real atoms, because the reference itself is too high. The measured doublets are about $20.0$, $173$ and $1814$ eV. The reference lies 6%, 3.5% and 2.4% above them, and the estimates lie 3.5%, 0.5% and less than 0.1% below them. The omitted Breit interaction, taken to first order with the reference orbitals, would lower the doublet by 2.3%, 1.5% and 1.1%, which is part of the reference's excess. The closeness of the estimates to measurement is not promised by the argument, since they omit this interaction too.

## How relativity bends Moseley's line

Moseley's law makes $\sqrt{E}$ a straight line in $Z$. With the leading correction,

$$\sqrt{E_{\alpha1}}\approx\sqrt{\tfrac34R}\,(Z-1)
\left[1+\frac5{32}\alpha^2(Z-1)^2\right],$$

because $\sqrt{1+5x^2/16}\approx1+5x^2/32$. If this energy is nevertheless written as $\frac34R(Z-\sigma)^2$, the apparent screening is

$$\sigma\approx1-\frac5{32}\alpha^2(Z-1)^3 .$$

It falls from $0.82$ in copper to $0.19$ in silver and $-2.9$ in gold. For gold the leading term is not enough, and the full Dirac levels give $-3.7$. The relativistic reference energies give $0.89$, $0.31$ and $-3.4$; the nonrelativistic ones give $1.07$, $1.16$ and $1.24$. The negative value for gold does not mean that electrons add to the nuclear attraction. It is what results when a term growing as $Z^4$ is forced into a quadratic law. For light atoms the extra term fades as $Z^3$ and the formula returns to $\sigma=1$. The screening itself is then only roughly one: a nonrelativistic neon atom with the same local exchange gives about $0.87$.

## Calculated quantities

```
electron rest energy: 510999.0 eV
Rydberg energy Ry: 13.60569 eV
fine-structure constant: 0.00729735
Dirac formula, worst relative deviation: 1.6e-06
field screening per 1s, 2s, 2p electron: 0.5926, 0.0781, 0.1094
s_f, s_o, s: 1.888, 4.150, 3.585
Cu: Z = 29, alpha(Z-1) = 0.2043
Cu Dirac 1s, 2p3/2 at Z-1: -10780.6, -2673.7 eV
Cu Moseley energy: 8000.1 eV
Cu correction, leading and full: 104.4, 106.7 eV
Cu correction / Moseley: 1.33 %
Cu K-alpha1, K-alpha2 estimate: 8106.9, 8087.6 eV
Cu doublet, leading and full: 18.89, 19.31 eV
Cu doublet if Z-1 is used: 28.58 eV
Cu reference K-alpha1, nonrel.: 8064.8, 7958.3 eV
Cu reference correction: 106.5 eV
Cu reference doublet: 21.14 eV
Cu estimate/reference, correction and doublet: 1.002, 0.913
Cu K-alpha1 error, Moseley and Dirac: -0.80, 0.52 %
Cu apparent screening, rel. and nonrel.: 0.89, 1.07
Cu K-alpha1 estimate: 1.2989e-15 J
Cu doublet estimate: 3.094e-18 J
Cu spin-orbit formula, same potential: 20.46 eV
Cu s_f, s_o found in this potential: 1.68, 3.52
Ag: Z = 47, alpha(Z-1) = 0.3357
Ag Dirac 1s, 2p3/2 at Z-1: -29649.8, -7248.8 eV
Ag Moseley energy: 21592.2 eV
Ag correction, leading and full: 760.3, 808.8 eV
Ag correction / Moseley: 3.75 %
Ag K-alpha1, K-alpha2 estimate: 22401.0, 22229.3 eV
Ag doublet, leading and full: 160.88, 171.70 eV
Ag doublet if Z-1 is used: 218.19 eV
Ag reference K-alpha1, nonrel.: 22245.8, 21443.4 eV
Ag reference correction: 802.4 eV
Ag reference doublet: 178.64 eV
Ag estimate/reference, correction and doublet: 1.008, 0.961
Ag K-alpha1 error, Moseley and Dirac: -2.94, 0.70 %
Ag apparent screening, rel. and nonrel.: 0.31, 1.16
Au: Z = 79, alpha(Z-1) = 0.5692
Au Dirac 1s, 2p3/2 at Z-1: -90853.8, -21131.2 eV
Au Moseley energy: 62082.8 eV
Au correction, leading and full: 6285.5, 7639.8 eV
Au correction / Moseley: 12.31 %
Au K-alpha1, K-alpha2 estimate: 69722.6, 67909.2 eV
Au doublet, leading and full: 1464.78, 1813.37 eV
Au doublet if Z-1 is used: 2110.83 eV
Au reference K-alpha1, nonrel.: 69284.6, 61707.4 eV
Au reference correction: 7577.2 eV
Au reference doublet: 1857.48 eV
Au estimate/reference, correction and doublet: 1.008, 0.976
Au K-alpha1 error, Moseley and Dirac: -10.39, 0.63 %
Au apparent screening, rel. and nonrel.: -3.40, 1.24
```
